\section*{Maximum Intrinsic Modulation Bandwidth of a Laser Set by Its K Factor}

\section{The question}

A diode laser can carry a signal by having its drive current modulated. The light follows the current up to some frequency and then falls behind. Carriers and photons in the cavity exchange energy like two coupled reservoirs, and the exchange has a natural frequency, the relaxation frequency $f_r$. Driving the laser harder raises $f_r$, which suggests that the bandwidth can be raised at will. But the damping rate $\gamma$ of the relaxation oscillation rises too, and it does so as $f_r^2$:
\begin{equation}
\gamma = K f_r^2 .
\label{eq:law}
\end{equation}
The constant $K$ has the dimension of time. If $f_r$ could be raised without end, the damping would overtake the oscillation and the bandwidth would fall back from its best value. Somewhere between lies a best drive, and with it a largest bandwidth that depends on $K$ alone:
\begin{equation}
f_{\max}=\frac{2\pi\sqrt2}{K}.
\label{eq:claim}
\end{equation}
These notes derive the damping law from a rate-equation model, then the limit, and then what changes when the damping also has a constant part.

Units with $\hbar=1$ are used throughout. Rates and angular frequencies are then energies, quoted in eV, and times are quoted in $\mathrm{eV}^{-1}$. Ordinary and angular frequencies are related by $f=\omega/2\pi$.

\section{Where the damping law comes from}

Let $N$ be the carrier density, $S$ the photon density in a single lasing mode, and $P$ the rate at which the current supplies carriers per volume. With carrier lifetime $\tau_c$, photon lifetime $\tau_p$ and confinement factor $\Gamma$,
\begin{align}
\dot N &= P-\frac{N}{\tau_c}-GS, &
\dot S &= \Bigl(\Gamma G-\frac1{\tau_p}\Bigr)S, \label{eq:rate}\\
G &= \frac{va\,(N-N_{\mathrm{tr}})}{1+\varepsilon S}. \label{eq:gain}
\end{align}
Here $v$ is the group velocity, $a$ the differential gain cross-section and $N_{\mathrm{tr}}$ the transparency density. The parameter $\varepsilon$ describes gain compression, the loss of gain at high photon density. Spontaneous emission into the mode is neglected, and all parameters are taken as independent of the drive.

Above threshold the steady state has $S>0$, so $\Gamma G=1/\tau_p$. The gain has the derivatives
\begin{equation}
\frac{\partial G}{\partial N}=\frac{va}{1+\varepsilon S},\qquad
\frac{\partial G}{\partial S}=-\frac{\varepsilon G}{1+\varepsilon S}.
\end{equation}
A small modulation $\delta P\,e^{i\omega t}$ produces $\delta N\,e^{i\omega t}$ and $\delta S\,e^{i\omega t}$. To first order,
\begin{align}
(i\omega+A)\,\delta N+B\,\delta S&=\delta P, &
(i\omega+D)\,\delta S&=C\,\delta N. \label{eq:lin}
\end{align}
It is convenient to write $y=S/(1+\varepsilon S)$, for which $1/(1+\varepsilon S)=1-\varepsilon y$. The coefficients are
\begin{align}
A&=\frac1{\tau_c}+S\frac{\partial G}{\partial N}=\frac1{\tau_c}+va\,y,\\
B&=G+S\frac{\partial G}{\partial S}=G\Bigl(1-\frac{\varepsilon S}{1+\varepsilon S}\Bigr)=G(1-\varepsilon y),\\
C&=\Gamma S\frac{\partial G}{\partial N}=\Gamma va\,y,\\
D&=-\Gamma S\frac{\partial G}{\partial S}=\Gamma G\,\varepsilon y=\frac{\varepsilon y}{\tau_p}.
\end{align}
The second equation of (\ref{eq:lin}) gives $\delta N=(i\omega+D)\delta S/C$. Inserting this in the first,
\begin{equation}
\delta S=\frac{C\,\delta P}{(i\omega+A)(i\omega+D)+BC}
=\frac{C\,\delta P}{(AD+BC)-\omega^2+i\omega(A+D)} .
\end{equation}
Since $C$ does not depend on $\omega$, division by the value at $\omega=0$ leaves the normalized response
\begin{equation}
H(\omega)=\frac{\omega_r^2}{\omega_r^2-\omega^2+i\gamma\omega},
\qquad \omega_r^2=AD+BC,\quad \gamma=A+D .
\label{eq:H}
\end{equation}
With $\Gamma G=1/\tau_p$ in the product $BC$,
\begin{align}
\omega_r^2&=\Bigl(\frac1{\tau_c}+va\,y\Bigr)\frac{\varepsilon y}{\tau_p}
+\frac{va\,y(1-\varepsilon y)}{\tau_p}
=\frac{y}{\tau_p}\Bigl(va+\frac{\varepsilon}{\tau_c}\Bigr), \label{eq:wr}\\
\gamma&=\frac1{\tau_c}+y\Bigl(va+\frac{\varepsilon}{\tau_p}\Bigr). \label{eq:gam}
\end{align}
The terms in $y^2$ have cancelled in (\ref{eq:wr}), so both quantities are linear in $y$. Eliminating $y$ gives
\begin{equation}
\gamma=\gamma_0+\kappa\,\omega_r^2,\qquad
\gamma_0=\frac1{\tau_c},\qquad
\kappa=\frac{va\,\tau_p+\varepsilon}{va+\varepsilon/\tau_c}.
\label{eq:kappa}
\end{equation}
Because $\omega_r^2=4\pi^2f_r^2$, the coefficient of $f_r^2$ is $K=4\pi^2\kappa$. When $\varepsilon\ll va\,\tau_c$,
\begin{equation}
K\simeq4\pi^2\Bigl(\tau_p+\frac{\varepsilon}{va}\Bigr).
\label{eq:Kapprox}
\end{equation}
The two terms are the photon lifetime and a time set by gain compression. Within this model the law holds at any photon density, but that rests on the form (\ref{eq:gain}), with its gain linear in $N$ and its particular compression factor. For another gain function the elimination would have to be done afresh, and $K$ need not stay constant. Equation (\ref{eq:law}) is the case in which $\gamma_0$ may be dropped.

\section{The 3 dB frequency}

A photodetector delivers a current proportional to the light power, so the detected electrical power of the signal goes as $|H|^2$. The 3 dB frequency is where this has fallen to one half of its low-frequency value. From (\ref{eq:H}),
\begin{equation}
|H|^2=\frac{\omega_r^4}{(\omega_r^2-\omega^2)^2+\gamma^2\omega^2}.
\end{equation}
Write $u=\omega_r^2$, and let $x$ be the square of the 3 dB angular frequency. Setting $|H|^2=1/2$ gives
\begin{equation}
(x-u)^2+\gamma^2x=2u^2
\quad\Longleftrightarrow\quad
x^2-(2u-\gamma^2)x-u^2=0 .
\label{eq:half}
\end{equation}
The product of the two roots is $-u^2<0$. Exactly one root is therefore positive, and the bandwidth is unambiguous:
\begin{equation}
x=u-\frac{\gamma^2}{2}+\sqrt{\Bigl(u-\frac{\gamma^2}{2}\Bigr)^2+u^2}.
\label{eq:root}
\end{equation}
Below this frequency $|H|^2>1/2$, and above it $|H|^2<1/2$.

\section{The maximum}

Now let $\gamma=\kappa u$. The first form of (\ref{eq:half}), divided by $u^2$, reads
\begin{equation}
\Bigl(\frac xu-1\Bigr)^2+\kappa^2x=2
\quad\Longrightarrow\quad
\kappa^2x=2-\Bigl(\frac xu-1\Bigr)^2\le2 .
\label{eq:bound}
\end{equation}
The square cannot be negative, so no drive gives $x$ above $2/\kappa^2$. Equality requires $x=u$. The choice $u=2/\kappa^2$ does have $x=2/\kappa^2$ as its positive root, so the bound is attained. Hence
\begin{equation}
\omega_{\max}=\frac{\sqrt2}{\kappa},\qquad
f_{\max}=\frac{\sqrt2}{2\pi\kappa}=\frac{\sqrt2}{2\pi}\,\frac{4\pi^2}{K}=\frac{2\pi\sqrt2}{K},
\end{equation}
which is (\ref{eq:claim}). At the optimum the 3 dB frequency equals the relaxation frequency, and $\gamma=\kappa\omega_r^2=\sqrt2\,\omega_r$.

The maximum is flat. If $u=(1+\delta)\,2/\kappa^2$ with small $\delta$, then $x/u-1\simeq-\delta$, and (\ref{eq:bound}) gives $\kappa^2x\simeq2-\delta^2$. The bandwidth falls by the fraction $\delta^2/4$, so an error of 10\% in $\omega_r^2$ costs about 0.25\%.

\section{What happens on either side}

The denominator of $|H|^2$, as a function of $\omega^2$, is $\omega^4-(2u-\gamma^2)\omega^2+u^2$. If $\gamma^2<2u$ it first decreases, and the response has a resonance peak. If $\gamma^2\ge2u$ it increases from the start and there is no peak. At the optimum $\gamma^2=2u$, so the peak has just vanished and
\begin{equation}
|H|^2=\frac1{1+(\omega/\omega_r)^4}.
\end{equation}

\emph{Weak damping.} For $\kappa^2u\ll1$ the second term in (\ref{eq:bound}) is negligible. Then $x/u=1+\sqrt2$, and
\begin{equation}
f_{3\mathrm{dB}}\simeq\sqrt{1+\sqrt2}\,f_r\simeq1.554\,f_r .
\end{equation}
Here the bandwidth grows in proportion to $f_r$.

\emph{Strong damping.} For $\kappa^2u\gg1$ and $\omega^2\ll u$ the response becomes
\begin{equation}
H\simeq\frac{u}{u+i\kappa u\,\omega}=\frac1{1+i\kappa\omega}.
\end{equation}
The half-power point is $\omega=1/\kappa$, which indeed satisfies $\omega^2\ll u$. So $f_{3\mathrm{dB}}\to2\pi/K$, which is $1/\sqrt2$ of the maximum. The restoring term and the damping grow together, and their ratio sets a response time $\kappa$ that a larger $f_r$ no longer shortens. This is a limit of the pure law. Gain compression caps $\omega_r$ and can keep a laser from reaching it.

\emph{In between.} With $r=f_r/f_{\max}$ we have $\kappa^2u=2r^2$ and $\gamma^2/2=2r^2\,u/2=r^2u$, and (\ref{eq:root}) becomes
\begin{equation}
\Bigl(\frac{f_{3\mathrm{dB}}}{f_{\max}}\Bigr)^2
=r^2\Bigl[1-r^2+\sqrt{(1-r^2)^2+1}\Bigr],\qquad
\frac{\gamma}{\omega_r}=\sqrt2\,r .
\end{equation}
\begin{center}
\begin{tabular}{ccc}
$f_r/f_{\max}$ & $f_{3\mathrm{dB}}/f_{\max}$ & $\gamma/\omega_r$\\
0.25 & 0.380 & 0.354\\
0.50 & 0.707 & 0.707\\
1.00 & 1.000 & 1.414\\
2.00 & 0.806 & 2.828\\
4.00 & 0.730 & 5.657
\end{tabular}
\end{center}
Half of the optimal relaxation frequency already gives 71\% of the largest bandwidth.

\section{A different definition of bandwidth}

The factor $\sqrt2$ in (\ref{eq:claim}) belongs to the half-power definition. If the bandwidth is where $|H|^2=1/M$ with $M>1$, the right side of the first form of (\ref{eq:half}) becomes $Mu^2$. The product of the roots is then $(1-M)u^2$, still negative, and the same division gives
\begin{equation}
\kappa^2x=M-\Bigl(\frac xu-1\Bigr)^2\le M,\qquad
f_{\max}^{(M)}=\frac{2\pi\sqrt M}{K}.
\end{equation}
Halving the amplitude of the optical modulation means $|H|=1/2$, so $M=4$ and the limit is $4\pi/K$. It is reached at $x=u=4/\kappa^2$, where $\gamma/\omega_r=\kappa\omega_r=2$, that is, at critical damping. A quoted limit therefore needs its definition of bandwidth stated with it.

\section{Damping with a constant part}

The rate equations gave $\gamma=\gamma_0+\kappa u$ with $\gamma_0>0$. Put $v_r=1/u$ and divide (\ref{eq:half}) by $u^2$:
\begin{equation}
F(x,v_r)\equiv(xv_r-1)^2+x(\kappa+\gamma_0v_r)^2=2 .
\label{eq:F}
\end{equation}
Since $\kappa+\gamma_0v_r>\kappa$, it follows that $\kappa^2x<2$. The value (\ref{eq:claim}) is now a strict upper bound.

To find the actual maximum, note that for given $v_r$ the function $F$ is below 2 when $x$ is below the bandwidth, and above 2 beyond it. A squared frequency $x$ is thus within reach if some $v_r>0$ makes $F(x,v_r)\le2$. Expand in $v_r$, with $z=\kappa\gamma_0$:
\begin{equation}
F=x(x+\gamma_0^2)\,v_r^2-2x(1-z)\,v_r+1+\kappa^2x .
\end{equation}
For $z<1$ this is smallest at $v_r=(1-z)/(x+\gamma_0^2)$, where
\begin{equation}
F_{\min}=1+\kappa^2x-\frac{x(1-z)^2}{x+\gamma_0^2}.
\end{equation}
Multiply $F_{\min}\le2$ by the positive factor $x+\gamma_0^2$:
\begin{equation}
(\kappa^2x-1)(x+\gamma_0^2)-x(1-z)^2\le0 .
\end{equation}
The coefficient of $x$ is $z^2-1-(1-z)^2=-2(1-z)$. A further factor $\kappa^2$ turns the condition into
\begin{equation}
(\kappa^2x)^2-2(1-z)\,\kappa^2x-z^2\le0 .
\end{equation}
It holds up to the positive root, so
\begin{equation}
\kappa^2x_{\max}=(1-z)+\sqrt{(1-z)^2+z^2},\qquad
\omega_r^2=\frac{x_{\max}+\gamma_0^2}{1-z}.
\label{eq:offset}
\end{equation}
For small $z$ the square root is $1-z+O(z^2)$. Then $\kappa^2x_{\max}\simeq2(1-z)$, and
\begin{equation}
\omega_{\max}\simeq\frac{\sqrt2}{\kappa}\Bigl(1-\frac z2\Bigr)=\frac{\sqrt2}{\kappa}-\frac{\gamma_0}{\sqrt2}.
\label{eq:small}
\end{equation}
For $z\ge1$ every $v_r>0$ gives $F>1+\kappa^2x$, so $\kappa^2x<1$. The bandwidth then approaches $2\pi/K$ as $u\to\infty$ without reaching it, and there is no best drive.

\section{Can the optimum be reached?}

Gain compression also limits $\omega_r$. Since $y=S/(1+\varepsilon S)<1/\varepsilon$, equation (\ref{eq:wr}) gives
\begin{equation}
\omega_r^2<\frac{va+\varepsilon/\tau_c}{\varepsilon\tau_p}.
\end{equation}
The optimum of the pure law, $\omega_r^2=2/\kappa^2$, lies below this cap if
\begin{equation}
2\varepsilon\tau_p\Bigl(va+\frac{\varepsilon}{\tau_c}\Bigr)<(va\,\tau_p+\varepsilon)^2
\quad\Longleftrightarrow\quad
\frac{2\varepsilon^2\tau_p}{\tau_c}<(va\,\tau_p)^2+\varepsilon^2 .
\end{equation}
This holds whenever $\tau_c\ge2\tau_p$, so compression does not then hide the optimum of the pure law. With the offset $\gamma_0=1/\tau_c$ the best $\omega_r^2$ is the one in (\ref{eq:offset}), which is larger and grows without bound as $z\to1$. Very strong compression brings $z=(\tau_p+\varepsilon/va)/(\tau_c+\varepsilon/va)$ close to 1, and the optimum can then lie above the cap. An example is $\tau_c=10\,\tau_p$ with $\varepsilon=100\,va\,\tau_p$, where the bandwidth keeps rising with the drive. Even when the optimum lies below the cap, the pump it demands may be very large. From the steady state, $N=N_{\mathrm{tr}}+(1+\varepsilon S)/(\Gamma va\,\tau_p)$ and $P=N/\tau_c+S/(\Gamma\tau_p)$. Subtracting the threshold value at $S=0$,
\begin{equation}
P-P_{\mathrm{th}}=\frac{S}{\Gamma\tau_p}\Bigl(1+\frac{\varepsilon}{va\,\tau_c}\Bigr).
\label{eq:pump}
\end{equation}

\section{A worked example}

Take a model laser with round parameters: group index 4, $a=5\ \text{\AA}^2$, $\varepsilon=1.5\times10^7\ \text{\AA}^3$, $1/\tau_p=3\times10^{-4}$ eV, $1/\tau_c=10^{-6}$ eV, $\Gamma=0.05$ and $N_{\mathrm{tr}}=1.5\times10^{-6}\ \text{\AA}^{-3}$.

\emph{The K factor.} With $v$ equal to a quarter of the speed of light, $va=2466.6\ \mathrm{eV\,\text{\AA}^3}$. The two times in (\ref{eq:Kapprox}) are $\tau_p=3333\ \mathrm{eV}^{-1}$ and $\varepsilon/va=6081\ \mathrm{eV}^{-1}$, so compression supplies the larger share. Dividing numerator and denominator of (\ref{eq:kappa}) by $va$,
\begin{equation}
\kappa=\frac{3333+6081}{1+6081\times10^{-6}}\ \mathrm{eV}^{-1}=9358\ \mathrm{eV}^{-1},
\end{equation}
and $K=4\pi^2\kappa=3.694\times10^5\ \mathrm{eV}^{-1}$, or 0.243 ns. The approximation (\ref{eq:Kapprox}) gives $3.717\times10^5\ \mathrm{eV}^{-1}$, which is 0.6\% more.

\emph{The limit.} The pure law gives
\begin{equation}
\omega_{\max}=\frac{\sqrt2}{9358}\ \mathrm{eV}=1.511\times10^{-4}\ \mathrm{eV},
\end{equation}
so $f_{\max}=36.5$ GHz. The offset has $z=9358\times10^{-6}=0.0094$, and (\ref{eq:offset}) lowers the limit to $1.504\times10^{-4}$ eV, or 36.4 GHz. The reduction of about 0.5\% is the $z/2$ of (\ref{eq:small}).

\emph{The price.} With the offset, the best relaxation frequency is $\omega_r=1.511\times10^{-4}$ eV, with damping $\gamma=2.147\times10^{-4}$ eV. Solving (\ref{eq:wr}) for $y$ and using $S=y/(1-\varepsilon y)$ gives $S=5.68\times10^{-8}\ \text{\AA}^{-3}$, hence $\varepsilon S=0.85$. The compression factor $1+\varepsilon S$ is 1.85, and the carrier density is about 1.5 times its threshold value. The result therefore leans on the assumed form of the gain, both in $S$ and in $N$, and on the fixed carrier lifetime. Other forms can move the limit considerably. By (\ref{eq:pump}) the pump must be 88 times its threshold value, a drive at which heating, left out here, cannot be ignored. The cap on $\omega_r$ lies at $f_r=1.47\,f_{\max}$, so the last two rows of the table and the strong-damping limit are out of reach for this laser.

\emph{A lower drive.} At ten times threshold, (\ref{eq:pump}) gives $S=5.86\times10^{-9}\ \text{\AA}^{-3}$. Equations (\ref{eq:wr}), (\ref{eq:gam}) and (\ref{eq:root}) then give a 3 dB angular frequency of $9.19\times10^{-5}$ eV, or 22.2 GHz. That is 61\% of the limit with offset. For this model laser $K$ marks a ceiling, while the bandwidth at such a drive is set mainly by how far $f_r$ has been raised.

\section{What the limit leaves out}

The limit derived here is intrinsic: it concerns the response of carriers and photons alone, in a free-running laser with one mode, whose response has the two-pole form (\ref{eq:H}). Light injected from another laser, or fed back from a coupled cavity, brings in the optical phase or a second mode as a further variable. The response then has more poles, the bound does not apply, and the bandwidth can exceed $2\pi\sqrt2/K$. Suppose the electrical connections multiply $H$ by a further factor that is one at zero frequency and never exceeds one in magnitude. Beyond the intrinsic 3 dB frequency the product is then below half power as well, so the measured bandwidth cannot exceed the intrinsic one. A resonant drive circuit, whose factor rises above one near its resonance, breaks this condition and can extend the measured bandwidth beyond the limit. Slow carrier transport into the active region and heating are also absent from (\ref{eq:rate}). If heating changes $a$ or $\tau_c$ with the average drive, but is too slow to follow the modulation, then $\kappa$ is no longer one constant, and (\ref{eq:bound}) applies at each operating point with the local ratio $\gamma/\omega_r^2$ in place of $\kappa$. The low-frequency value of the response must then be taken well below the bandwidth, yet at a frequency too high for the temperature to follow. At still lower frequencies the heating does follow the drive and changes the reference, and the bound need not hold.

Numbers in the example were calculated in double precision.
